# Twist averaging of supercell energies and the Brillouin-zone integral: a numerical check

```python
"""Twisted boundary conditions and the Brillouin-zone integral.

Result under test: the lowest energy of N electrons in a supercell, whose
wavefunction gains exp(i*theta) when any one electron crosses the supercell,
has period 2*pi in theta. For independent electrons filling bands that are
separated from all higher bands, its average over theta, per primitive cell,
equals the zone average of the filled primitive-cell bands.

Symbols (hartree atomic units, spin-polarised electrons):
A        lattice constant          G      2*pi/A
V1, U    Fourier amplitudes of the square-crystal potential
         -2*V1*(cos Gx + cos Gy) - 4*U*cos Gx*cos Gy
cells    primitive cells along each supercell edge
theta    twist angle(s)            scale  factor multiplying the potential
The interacting chain has potential -2*VC*cos(Gx) and pair repulsion
W0*exp(-x^2/(2*S^2)), summed over periodic images.
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
A = 4.0
G = 2 * np.pi / A
V1, U = 0.20, 0.05
WEAK_SCALES = (0.2, 0.05)
VC, W0, S = 0.10, 1.0, 1.5

# ---------- primitive cell, plane waves ----------
n1 = np.arange(-3, 4)
NX, NY = [m.ravel() for m in np.meshgrid(n1, n1, indexing="ij")]
DX = np.abs(NX[:, None] - NX[None, :])
DY = np.abs(NY[:, None] - NY[None, :])
COUPLING = -V1 * ((DX + DY) == 1) - U * ((DX == 1) & (DY == 1))


def bands(kx, ky, scale=1.0, count=1):
    """Lowest band energies at the listed k points, reduced to the first zone."""
    kx = (np.ravel(kx) + G / 2) % G - G / 2
    ky = (np.ravel(ky) + G / 2) % G - G / 2
    h = np.repeat((scale * COUPLING)[None], len(kx), axis=0)
    d = np.arange(len(NX))
    h[:, d, d] += 0.5 * ((kx[:, None] + G * NX)**2 + (ky[:, None] + G * NY)**2)
    return np.linalg.eigvalsh(h)[:, :count]


def folded_points(cells, tx, ty):
    """All primitive k points allowed by each twist; shape (twists, cells^2)."""
    m = np.arange(cells)
    mx, my = [v.ravel() for v in np.meshgrid(m, m, indexing="ij")]
    length = cells * A
    kx = (np.atleast_1d(tx)[:, None] + 2 * np.pi * mx) / length
    ky = (np.atleast_1d(ty)[:, None] + 2 * np.pi * my) / length
    return kx, ky


def filled_energy(cells, tx, ty):
    """Filled lowest band, energy per primitive cell, for each twist."""
    kx, ky = folded_points(cells, tx, ty)
    return bands(kx, ky)[:, 0].reshape(kx.shape).mean(axis=1)


# ---------- supercell on a real-space grid ----------
def supercell_levels(cells, tx, ty, scale=1.0):
    """Orbital energies with twisted boundaries, no use of the small cell."""
    points = 7 * cells
    length = cells * A
    x = np.arange(points) * length / points
    modes = np.arange(points) - points // 2

    def kinetic(theta):
        q = (2 * np.pi * modes + theta) / length
        wave = np.exp(1j * np.outer(x, q)) / np.sqrt(points)
        return (wave * (0.5 * q**2)) @ wave.conj().T

    cx, cy = np.cos(G * x)[:, None], np.cos(G * x)[None, :]
    potential = scale * (-2 * V1 * (cx + cy) - 4 * U * cx * cy)
    one = np.eye(points)
    h = np.kron(kinetic(tx), one) + np.kron(one, kinetic(ty))
    return np.linalg.eigvalsh(h + np.diag(potential.ravel()))


# Folding of the primitive spectrum into the supercell spectrum
TX, TY = 0.7, 1.9
super3 = supercell_levels(3, TX, TY)
kx, ky = folded_points(3, TX, TY)
union3 = np.sort(bands(kx, ky, count=4).ravel())
fold_error = np.max(np.abs(super3[:12] - union3[:12]))
assert fold_error < 1e-6

# Zone integral by Gauss-Legendre quadrature on the primitive zone
node, weight = np.polynomial.legendre.leggauss(24)
gx, gy = np.meshgrid(node * G / 2, node * G / 2, indexing="ij")
zone = np.sum(np.outer(weight, weight).ravel() / 4 * bands(gx, gy)[:, 0])

# Twist average of the fixed-number ground state of the 2 x 2 supercell
K = 8
twists = 2 * np.pi * (np.arange(K) + 0.3) / K
twist_values = np.array([supercell_levels(2, s, t)[:4].sum() / 4
                         for s in twists for t in twists])
twist_average = twist_values.mean()
assert abs(twist_average - zone) < 1e-6
assert np.ptp(twist_values) > 1e-3

# Fourier series of the band and single-twist errors
NF = 24
kf = G * np.arange(NF) / NF
fx, fy = np.meshgrid(kf, kf, indexing="ij")
two_bands = bands(fx, fy, count=2)
band_top, next_bottom = two_bands[:, 0].max(), two_bands[:, 1].min()
assert next_bottom > band_top
coefficient = np.fft.fft2(two_bands[:, 0].reshape(NF, NF)).real / NF**2


def series_terms(cells):
    top = (NF // 2 - 1) // cells
    return [(p, q, coefficient[cells * p, cells * q])
            for p in range(-top, top + 1) for q in range(-top, top + 1)]


series3 = sum(c * np.cos(p * TX + q * TY) for p, q, c in series_terms(3))
direct3 = super3[:9].sum() / 9
assert abs(series3 - direct3) < 1e-6
zero_twist_error = [filled_energy(c, 0.0, 0.0)[0] - zone for c in (1, 2, 3, 4)]
assert all(abs(b) < abs(a) for a, b in zip(zero_twist_error,
                                           zero_twist_error[1:]))

# Random twists
sigma = np.sqrt(sum(c**2 for p, q, c in series_terms(2) if (p, q) != (0, 0)))
rng = np.random.default_rng(7)
SAMPLES, BATCH = 1000, 20
random_twist = rng.uniform(0, 2 * np.pi, (2, SAMPLES))
sample = filled_energy(2, random_twist[0], random_twist[1])
sample_sigma = sample.std(ddof=1)
batch_sigma = sample.reshape(-1, BATCH).mean(axis=1).std(ddof=1)
# tolerances reflect the statistical error of estimated standard deviations
assert abs(sample_sigma / sigma - 1) < 0.15
assert abs(batch_sigma / (sigma / np.sqrt(BATCH)) - 1) < 0.40
assert abs(sample.mean() - zone) < 4 * sigma / np.sqrt(SAMPLES)


# ---------- overlapping bands: fixed number at every twist ----------
def mesh_levels(n, scale):
    k = G * (np.arange(n) + 0.5) / n
    mx, my = np.meshgrid(k, k, indexing="ij")
    return bands(mx, my, scale, 4).reshape(n, n, 4)


def fixed_number(levels, cells):
    """Fill the lowest cells^2 levels at each twist; energy per cell."""
    n = len(levels)
    k = n // cells
    group = levels.reshape(cells, k, cells, k, 4).transpose(1, 3, 0, 2, 4)
    group = np.sort(group.reshape(k * k, -1), axis=1)
    return group[:, :cells**2].mean()


strong = mesh_levels(40, 1.0)
strong_values = [fixed_number(strong, c) for c in (1, 2, 4, 40)]
assert np.max(np.abs(np.array(strong_values) - zone)) < 1e-6

ROUNDING = 1e-12
weak_results = {}
for scale in WEAK_SCALES:
    coarse, fine = mesh_levels(40, scale), mesh_levels(60, scale)
    top, bottom = fine[:, :, 0].max(), fine[:, :, 1].min()
    assert bottom < top
    # one group holding the whole mesh is the Fermi sea
    lowest, fixed2, fixed4, sea = [fixed_number(fine, c)
                                   for c in (1, 2, 4, 60)]
    coarse2, coarse4, coarse_sea = [fixed_number(coarse, c)
                                    for c in (2, 4, 40)]
    # a nested larger supercell cannot raise the energy, but may leave it equal
    assert sea < fixed4 <= fixed2 + ROUNDING
    assert fixed2 < lowest
    assert abs(coarse_sea - sea) < 1e-4
    assert abs(coarse2 - fixed2) < 1e-4
    kx, ky = folded_points(2, 0.3, 0.5)
    weak_union = np.sort(bands(kx, ky, scale, 4).ravel())[:4].sum()
    weak_super = supercell_levels(2, 0.3, 0.5, scale)[:4].sum()
    assert abs(weak_union - weak_super) < 1e-6
    assert bands(kx, ky, scale)[:, 0].sum() > weak_super + 1e-3
    weak_results[scale] = (top, bottom, sea, lowest, fixed2, fixed4,
                           coarse2 - coarse_sea, coarse4 - coarse_sea)
# nearly free electrons: merging twists does move electrons
assert weak_results[0.05][4] - weak_results[0.05][5] > 1e-6


# ---------- interacting chain, exact diagonalization ----------
class Chain:
    """One electron per cell, antisymmetrised plane-wave products."""

    def __init__(self, cells, strength):
        self.cells, self.length = cells, cells * A
        top = 3 * cells
        states = list(combinations(range(-top, top + 1), cells))
        index = {s: i for i, s in enumerate(states)}
        self.states = np.array(states)
        self.h = np.zeros((len(states), len(states)))
        transfers = range(-2 * top, 2 * top + 1)
        q = 2 * np.pi * np.array(transfers) / self.length
        pair = strength * S * np.sqrt(2 * np.pi) * np.exp(-(q * S)**2 / 2)
        pair = pair / self.length

        def add(column, modes, value):
            row = index.get(tuple(sorted(modes)))
            if row is not None:
                swaps = sum(a > b for a, b in combinations(modes, 2))
                self.h[row, column] += (-1)**swaps * value

        for column, state in enumerate(states):
            for p in range(cells):
                for step in (-cells, cells):
                    new = list(state)
                    new[p] += step
                    add(column, new, -VC)
            if strength != 0:
                for p, r in combinations(range(cells), 2):
                    for d, value in zip(transfers, pair):
                        new = list(state)
                        new[p] += d
                        new[r] -= d
                        add(column, new, value)
        images = np.arange(1, 8) * self.length
        self.constant = cells * strength * np.sum(np.exp(-images**2 / (2*S**2)))

    def energy(self, theta):
        q = (2 * np.pi * self.states + theta) / self.length
        h = self.h + np.diag(0.5 * np.sum(q**2, axis=1))
        low = eigh(h, eigvals_only=True, subset_by_index=[0, 0])[0]
        return (low + self.constant) / self.cells

    def average(self):
        k = 24 // self.cells
        return np.mean([self.energy(2 * np.pi * (j + 0.5) / k)
                        for j in range(k)])


pair2, pair3 = Chain(2, W0), Chain(3, W0)
e_start = pair2.energy(0.7)
e_half = pair2.energy(0.7 + np.pi)
e_full = pair2.energy(0.7 + 2 * np.pi)
assert abs(e_full - e_start) < 1e-6
assert abs(e_half - e_start) > 1e-4
assert abs(pair3.energy(0.7 + 2 * np.pi) - pair3.energy(0.7)) < 1e-6

single = Chain(1, 0.0)
node1, weight1 = np.polynomial.legendre.leggauss(40)
chain_zone = sum(w / 2 * single.energy(np.pi * t)
                 for t, w in zip(node1, weight1))
free2, free3 = Chain(2, 0.0).average(), Chain(3, 0.0).average()
assert abs(free2 - chain_zone) < 1e-6 and abs(free3 - chain_zone) < 1e-6
full2, full3 = pair2.average(), pair3.average()
assert abs(full3 - full2) > 1e-5

# ---------- printed results ----------
print("SQUARE CRYSTAL, one spin-polarised electron per cell")
print(f"lattice constant A = {A:.1f} bohr")
print(f"potential amplitudes V1 = {V1:.2f}, U = {U:.2f} hartree")
print(f"top of lowest band = {band_top:.5f} hartree")
print(f"bottom of next band = {next_bottom:.5f} hartree")
print(f"band separation = {next_bottom - band_top:.5f} hartree")
print(f"3x3 supercell, twist ({TX}, {TY}) rad:")
print(f"  largest folding error, 12 levels = {fold_error:.1e} hartree")
print(f"  energy per cell, direct = {direct3:.7f} hartree")
print(f"  energy per cell, Fourier series = {series3:.7f} hartree")
print(f"zone integral per cell = {zone:.7f} hartree")
print(f"zone integral per cell = {zone * HARTREE_EV:.5f} eV")
print(f"2x2 twist average, {K}x{K} twists = {twist_average:.7f} hartree")
print(f"2x2 twist average = {twist_average * HARTREE_EV:.5f} eV")
print(f"average minus integral = {twist_average - zone:.1e} hartree")
print(f"lowest 2x2 energy on twist mesh = {twist_values.min():.6f} hartree")
print(f"highest 2x2 energy on twist mesh = {twist_values.max():.6f} hartree")
for c, err in zip((1, 2, 3, 4), zero_twist_error):
    print(f"zero-twist error, {c}x{c} cells = {1000 * err:.4f} mhartree")
print("RANDOM TWISTS, 2x2 supercell")
print(f"sigma from Fourier coefficients = {1000 * sigma:.4f} mhartree")
print(f"sigma from {SAMPLES} twists = {1000 * sample_sigma:.4f} mhartree")
print(f"predicted error of {BATCH}-twist mean = "
      f"{1000 * sigma / np.sqrt(BATCH):.4f} mhartree")
print(f"observed spread of {BATCH}-twist means = "
      f"{1000 * batch_sigma:.4f} mhartree")
print(f"mean of {SAMPLES} twists minus integral = "
      f"{1000 * (sample.mean() - zone):.4f} mhartree")
print(f"predicted error of {SAMPLES}-twist mean = "
      f"{1000 * sigma / np.sqrt(SAMPLES):.4f} mhartree")
for scale, values in weak_results.items():
    top, bottom, sea, lowest, fixed2, fixed4, bias2, bias4 = values
    print(f"OVERLAPPING BANDS, potential times {scale}, 60x60 zone mesh")
    print(f"lowest band top {top:.4f}, next band bottom {bottom:.4f} hartree")
    print(f"Fermi-sea energy per cell = {sea:.5f} hartree")
    print(f"filled lowest band = {lowest:.5f} hartree")
    print(f"bias of 2x2 average = {1000 * (fixed2 - sea):.4f} mhartree")
    print(f"bias of 4x4 average = {1000 * (fixed4 - sea):.4f} mhartree")
    print(f"2x2 minus 4x4 average = {fixed2 - fixed4:.1e} hartree")
    print(f"40x40 mesh: bias 2x2 {1000 * bias2:.4f}, "
          f"4x4 {1000 * bias4:.4f} mhartree")
print("CHAIN, one spin-polarised electron per cell")
print(f"potential amplitude VC = {VC:.2f} hartree")
print(f"repulsion W0 = {W0:.1f} hartree, width S = {S:.1f} bohr")
print(f"2 interacting electrons, theta=0.7: {e_start:.7f} hartree/cell")
print(f"  theta=0.7+pi: {e_half:.7f} hartree/cell")
print(f"  theta=0.7+2pi: {e_full:.7f} hartree/cell")
print(f"no repulsion, zone integral = {chain_zone:.7f} hartree/cell")
print(f"no repulsion, 2-cell average = {free2:.7f} hartree/cell")
print(f"no repulsion, 3-cell average = {free3:.7f} hartree/cell")
print(f"with repulsion, 2-cell average = {full2:.6f} hartree/cell")
print(f"with repulsion, 3-cell average = {full3:.6f} hartree/cell")
print(f"3-cell minus 2-cell, repulsion = {1000*(full3-full2):.3f} mhartree/cell")
print("every check passed")
```

It prints:

```
SQUARE CRYSTAL, one spin-polarised electron per cell
lattice constant A = 4.0 bohr
potential amplitudes V1 = 0.20, U = 0.05 hartree
top of lowest band = 0.11925 hartree
bottom of next band = 0.44919 hartree
band separation = 0.32994 hartree
3x3 supercell, twist (0.7, 1.9) rad:
  largest folding error, 12 levels = 1.1e-07 hartree
  energy per cell, direct = -0.0243875 hartree
  energy per cell, Fourier series = -0.0243874 hartree
zone integral per cell = -0.0239342 hartree
zone integral per cell = -0.65128 eV
2x2 twist average, 8x8 twists = -0.0239343 hartree
2x2 twist average = -0.65129 eV
average minus integral = -7.6e-08 hartree
lowest 2x2 energy on twist mesh = -0.036165 hartree
highest 2x2 energy on twist mesh = -0.011244 hartree
zero-twist error, 1x1 cells = -122.9952 mhartree
zero-twist error, 2x2 cells = 13.0827 mhartree
zero-twist error, 3x3 cells = -2.0196 mhartree
zero-twist error, 4x4 cells = 0.3932 mhartree
RANDOM TWISTS, 2x2 supercell
sigma from Fourier coefficients = 6.4094 mhartree
sigma from 1000 twists = 6.3500 mhartree
predicted error of 20-twist mean = 1.4332 mhartree
observed spread of 20-twist means = 1.4933 mhartree
mean of 1000 twists minus integral = -0.0427 mhartree
predicted error of 1000-twist mean = 0.2027 mhartree
OVERLAPPING BANDS, potential times 0.2, 60x60 zone mesh
lowest band top 0.5229, next band bottom 0.3477 hartree
Fermi-sea energy per cell = 0.18759 hartree
filled lowest band = 0.19270 hartree
bias of 2x2 average = 0.4383 mhartree
bias of 4x4 average = 0.4383 mhartree
2x2 minus 4x4 average = 0.0e+00 hartree
40x40 mesh: bias 2x2 0.4515, 4x4 0.4515 mhartree
OVERLAPPING BANDS, potential times 0.05, 60x60 zone mesh
lowest band top 0.5869, next band bottom 0.3228 hartree
Fermi-sea energy per cell = 0.19582 hartree
filled lowest band = 0.20460 hartree
bias of 2x2 average = 0.6807 mhartree
bias of 4x4 average = 0.4224 mhartree
2x2 minus 4x4 average = 2.6e-04 hartree
40x40 mesh: bias 2x2 0.6468, 4x4 0.3884 mhartree
CHAIN, one spin-polarised electron per cell
potential amplitude VC = 0.10 hartree
repulsion W0 = 1.0 hartree, width S = 1.5 bohr
2 interacting electrons, theta=0.7: 0.1802124 hartree/cell
  theta=0.7+pi: 0.1561124 hartree/cell
  theta=0.7+2pi: 0.1802124 hartree/cell
no repulsion, zone integral = 0.0728905 hartree/cell
no repulsion, 2-cell average = 0.0728905 hartree/cell
no repulsion, 3-cell average = 0.0728905 hartree/cell
with repulsion, 2-cell average = 0.167952 hartree/cell
with repulsion, 3-cell average = 0.173233 hartree/cell
3-cell minus 2-cell, repulsion = 5.281 mhartree/cell
every check passed
```
